In-plane Boltzmann conductance of a metal bilayer with partial interface transmission

A 10 nm copper-like film on a 2 nm ruthenium-like liner has a calculated sheet conductance of 0.381 S when 70 % of the electrons reaching the interface are reflected specularly and the rest are randomised. If the same 70 % are transmitted instead, wherever both metals have states, the conductance falls to 0.300 S, although the interface randomises no more electrons than before. The formula derived here explains this loss. It also gives the expected limit: two layers of one metal with perfect transmission conduct as one thicker film.

**1. Model and kinetic equation**

Layer 1 fills −d₁ < z < 0 and layer 2 fills 0 < z < d₂. A weak, uniform, steady field E points along x. Metal i has a spherical Fermi surface of radius kᵢ, a mass mᵢ, an isotropic relaxation time τᵢ and a mean free path λᵢ = ħkᵢτᵢ/mᵢ. Successive reflections are added as probabilities, so interference is left out.

The electron charge is −e. With f = f₀ + g, the linearised Boltzmann equation is

v_z ∂g/∂z + g/τ = −eE v_x (−∂f₀/∂ε).

Setting g = −eE(−∂f₀/∂ε)L removes the field and the energy factor:

v_z ∂L/∂z + L/τ = v_x.

L is a length, equal to v_xτ in the bulk. The current density, with two spins, is

j = −2e∫d³k/(2π)³ v_x g = 2e²E∫d³k/(2π)³ v_x(−∂f₀/∂ε)L.

At temperatures far below the Fermi temperature, −∂f₀/∂ε acts as δ(ε−ε_F). Let k be the magnitude of the in-plane wave vector. At fixed in-plane wave vector, the k_z integral gives 1/(ħ|v_z|) for each of the two directions of travel. Integrating j/E over depth gives the sheet conductance

G = (2e²/8π³ħ) ∫d²k Σᵢ (v_x/|v_z|)ᵢ ∫dz (L⁺+L⁻)ᵢ.

The superscripts mark travel towards +z and −z. A layer contributes only for k < kᵢ.

Now define

αᵢ = λᵢ/kᵢ, k_zi = √(kᵢ²−k²), uᵢ = |v_zi|τᵢ = αᵢk_zi.

Since v_xτᵢ = k_xαᵢ, write L = k_xY. Then

±uᵢ dY±/dz + Y± = αᵢ.

Also v_x/|v_z| = k_x/k_zi, and the azimuthal integral of cos²φ is π. With C = e²/(4π²ħ),

G = C Σᵢ ∫₀^kᵢ dk (k³/k_zi) Jᵢ, Jᵢ = ∫dz (Y⁺+Y⁻)ᵢ. (1)

**2. Boundary conditions**

The outer surface of layer i returns an electron specularly with probability pᵢ. The interface conserves the in-plane wave vector with total probability s, made up of transmission T and reflection R = s−T. The remaining fraction 1−s is randomised.

The flux towards a boundary, per unit in-plane wave vector and energy, is f|v_z|dk_z = f dε/ħ. It contains no velocity factor, so occupations are joined by the bare probabilities even when the masses differ. T is taken equal in both directions (reciprocity). Randomised electrons are assumed to keep no memory of their in-plane direction. Their average of L, which is odd in k_x, is zero, so they leave with L = 0.

Let xᵢ be the value of Y arriving at the interface from layer i, and yᵢ the value leaving it into layer i. Then

y₁ = Rx₁ + Tx₂, y₂ = Rx₂ + Tx₁. (2)

If only one metal has states at the given k, transmission is impossible. The model then sets T = 0 and R = s in that channel, which keeps the randomised fraction unchanged.

**3. One round trip through a layer**

An electron stream that starts with Y₀ and crosses the layer arrives with

α + (Y₀−α)e = α(1−e) + eY₀, eᵢ = exp(−dᵢ/uᵢ).

(The subscripted eᵢ, or e inside a layer formula, is this attenuation factor; in C and σ the symbol e is the charge.) Starting from y at the interface, the stream reaches the outer surface with

w = α(1−e) + ey.

It leaves that surface with pw and returns to the interface with

x = α(1−e) + epw = α(1−e)(1+pe) + pe²y.

Hence

xᵢ = Aᵢ + Bᵢyᵢ, Aᵢ = αᵢ(1−eᵢ)(1+pᵢeᵢ), Bᵢ = pᵢeᵢ². (3)

Inserting (2) into (3) gives

(1−RB₁)x₁ − TB₁x₂ = A₁,
−TB₂x₁ + (1−RB₂)x₂ = A₂.

With the determinant

Δ = (1−RB₁)(1−RB₂) − T²B₁B₂,

the solution is

x₁ = [(1−RB₂)A₁ + TB₁A₂]/Δ,
x₂ = [(1−RB₁)A₂ + TB₂A₁]/Δ.

Then, from (2),

y₁ = {[R(1−RB₂)+T²B₂]A₁ + [RTB₁+T(1−RB₁)]A₂}/Δ
 = {[R−(R²−T²)B₂]A₁ + TA₂}/Δ,

and y₂ follows by exchanging the labels 1 and 2.

**4. Depth integral and result**

A stream starting with Y₀ has the depth integral αd + (Y₀−α)u(1−e). The two streams in a layer start with y and pw, so

J = 2αd − u(1−e)[2α − y − pw].

Substituting w, the square bracket becomes

2α − y − pα(1−e) − pey = α(2−p+pe) − (1+pe)y.

Divide J by k_z and use u/k_z = α. The factor multiplying y is then α(1−e)(1+pe), which is A itself:

J/k_z = 2αd/k_z − α²(1−e)(2−p+pe) + Ay.

The first term is the bulk part. With k = kᵢ sinθ, ∫k³dk/k_zi = kᵢ³∫sin³θ dθ = 2kᵢ³/3, so it contributes σᵢdᵢ with

σᵢ = e²kᵢ²λᵢ/(3π²ħ).

The sheet conductance is therefore

G = Σσᵢdᵢ − C∫k³dk {Σαᵢ²(1−eᵢ)(2−pᵢ+pᵢeᵢ) − Q}, (4)

Q = A₁y₁ + A₂y₂
 = {A₁²[R−(R²−T²)B₂] + A₂²[R−(R²−T²)B₁] + 2TA₁A₂}/Δ.

The integral runs to the larger Fermi radius. Beyond the smaller one, only the layer with states is kept, and Q = sA²/(1−sB).

For quadrature, put k = k_min sinθ in the shared range. In the outer range use k_z of the remaining metal, for which k³dk becomes k²k_z dk_z after the limits are put in increasing order.

**5. Recovery of one film**

Take one metal with T = s = 1, so R = 0. Equation (2) gives y₁ = x₂ and y₂ = x₁. Both streams are continuous at z = 0 and obey the same equation on both sides, so they are the streams of a single film of thickness d = d₁+d₂. The depth integrals add to that film's integral.

To obtain its closed form, let E₁₂ = e₁e₂, and let U and W be the values leaving the bottom and top surfaces:

U = p₁[α(1−E₁₂)+E₁₂W], W = p₂[α(1−E₁₂)+E₁₂U].

Eliminating W gives

U = αp₁(1−E₁₂)(1+p₂E₁₂)/(1−p₁p₂E₁₂²),

and W follows by exchanging p₁ and p₂. The film's loss bracket is α(1−E₁₂)(2α−U−W). Over the common denominator, the numerator of 2−(U+W)/α is

2−2p₁p₂E₁₂² − (1−E₁₂)(p₁+p₂+2p₁p₂E₁₂)
 = 2−p₁−p₂+(p₁+p₂−2p₁p₂)E₁₂.

The braces in (4) thus become

α²(1−E₁₂)[2−p₁−p₂+(p₁+p₂−2p₁p₂)E₁₂]/(1−p₁p₂E₁₂²).

This is the Fuchs–Sondheimer result in the form extended by Lucas to unequal surfaces. The layers need not have equal thicknesses or outer specularities. For copper layers of 10 and 2 nm with p₁ = 0.5 and p₂ = 0.2, the bilayer formula and a separate quadrature for one 12 nm film both give 0.375822 S.

Perfect transmission is sufficient for this limit, but not necessary. If the two layers are mirror images, A₁ = A₂ and B₁ = B₂, so x₁ = x₂ = x and y₁ = y₂ = sx. Only s matters. Two 6 nm copper layers with p₁ = p₂ = 0.5 and a perfectly reflecting interface give 0.428748 S, the same as one 12 nm film. A measurement of the in-plane conductance of such a stack cannot, within this model, separate transmission from reflection.

**6. Why transmission can cost conductance**

Vary R and T at fixed thicknesses, mean free paths and outer surfaces. From (3), dxᵢ = Bᵢdyᵢ and Aᵢ = xᵢ−Bᵢyᵢ, so

dQ = ΣAᵢdyᵢ = Σ(xᵢdyᵢ − yᵢdxᵢ).

Differentiating (2) gives dy₁ = x₁dR+x₂dT+Rdx₁+Tdx₂, and similarly for dy₂. In Σxᵢdyᵢ, the terms containing dx₁ and dx₂ are

(Rx₁+Tx₂)dx₁ + (Rx₂+Tx₁)dx₂ = Σyᵢdxᵢ,

which cancel. What remains is

dQ = (x₁²+x₂²)dR + 2x₁x₂dT.

At fixed s, dR = −dT in the shared channels, and the closed channels do not change. Therefore

(∂G/∂T)_s = −C∫_shared k³(x₁−x₂)²dk ≤ 0. (5)

At fixed T, dR = ds:

(∂G/∂s)_T = C∫k³(x₁²+x₂²)dk ≥ 0,

where x is zero in a layer without states.

Reflection returns an electron to the layer from which it arrived, with weight x₁² or x₂². Transmission joins the two layers, with weight 2x₁x₂. The difference is a square, so exchanging reflection for transmission never raises G in this model. Turning randomised electrons into transmitted ones at fixed R does not lower it, because 2x₁x₂ is not negative and the closed channels also gain from the larger s. This second statement needs v_x parallel to k_x in both metals. For a hole-like liner sheet α₂ changes sign and x₁x₂ can be negative. Equation (5) still holds, but with the inputs of section 7 and T = s = 0.7 the conductance is then 0.260 S, below the 0.273 S of a fully randomising interface. Real ruthenium has hole-like sheets, so this ordering should not be carried over to it.

Equation (5) holds channel by channel. If T depends on k while s stays constant, G therefore lies between its values at T = 0 and T = s. At T = 0, yᵢ = sxᵢ, and the stack is two separate films whose inner surfaces have specularity s.

In the thick-layer limit the same competition appears in interface terms that do not depend on the outer surfaces. For dᵢ ≫ λᵢ, eᵢ → 0, Aᵢ → αᵢ and Bᵢ → 0. In a shared channel the braces in (4) become

Σαᵢ²(1−pᵢ) + (1−s)(α₁²+α₂²) + T(α₁−α₂)².

The three terms are the outer-surface loss, the loss by randomisation at the interface, and a mixing loss. The last vanishes when α₁ = α₂. For one metal, ∫k³dk = k_F⁴/4, and the total loss is

(3/16)σλ(4−p₁−p₂−2s).

This limit does not apply to the example below, whose layers are thinner than their mean free paths.

**7. Worked example**

The inputs for copper and ruthenium are rough typical room-temperature values: resistivities 1.7 and 8.0 µΩ·cm, and mean free paths 40 and 6.5 nm. The thicknesses are 10 and 2 nm. The choices p₁ = 0.5, p₂ = 0.2, s = 0.7, T = 0.5 and R = 0.2 are model parameters. Inverting σᵢ gives

kᵢ = √[3π²ħ/(e²ρᵢλᵢ)],

or 13.375 and 15.295 nm⁻¹. These are effective radii that reproduce the chosen ρλ products; they do not describe the real Fermi surface of ruthenium. The fraction of liner channels closed to copper is 1−(13.375/15.295)² = 0.24.

Take the channel k = 6.687 nm⁻¹, where k_z1 = 11.583 and k_z2 = 13.755 nm⁻¹. With α₁ = 2.9907 and α₂ = 0.4250 nm²,

e₁ = exp[−10/(2.9907×11.583)] = 0.7493,
e₂ = exp[−2/(0.4250×13.755)] = 0.7103.

Equation (3) gives A₁ = 1.0308 nm², A₂ = 0.1406 nm², B₁ = 0.2807 and B₂ = 0.1009. Then

Δ = (1−0.0561)(1−0.0202) − 0.25×0.2807×0.1009 = 0.918,

x₁ = 1.122 nm², x₂ = 0.201 nm²,
y₁ = 0.2×1.122+0.5×0.201 = 0.325 nm²,
y₂ = 0.2×0.201+0.5×1.122 = 0.601 nm².

The loss sum is 4.31 nm⁴ and Q = 1.0308×0.325+0.1406×0.601 = 0.42 nm⁴, leaving 3.89 nm⁴ in the braces. The arriving values differ by more than a factor of five. In this channel x₁²+x₂² = 1.30 nm⁴, against 2x₁x₂ = 0.45 nm⁴, which is why reflection is worth more than transmission.

Integration over all channels gives G = 0.321 S, or 3.12 Ω per square. The bulk layers in parallel would give 0.613 S, so boundary scattering leaves 52 % of that value. The stack resistivity, (d₁+d₂)/G, is 3.74 µΩ·cm. The liner carries 6.6 % of the current.

With s fixed at 0.7, G is 0.381 S at T = 0 and 0.300 S at T = 0.7, a fall of 21 %. This is the largest fall the model allows at this s. A potential step transmits nothing as k_z1 → 0, and T = 4sk_z1k_z2/(k_z1+k_z2)² (equal masses) gives 0.311 S, a fall of 18 %. A fully randomising interface gives 0.273 S. Specular transmission is thus better than randomisation here, and specular reflection is better still. At the chosen point the slopes are (∂G/∂T)_s = −0.108 S and (∂G/∂s)_T = 0.152 S. Finite differences of (4) agree with the derivative integrals, evaluated from a direct solution of the kinetic equation, within one part in 10⁴.

The effect does not require two metals. For the 10+2 nm copper stack with s = 1, replacing perfect transmission by perfect reflection raises G from 0.376 to 0.450 S. The unequal thicknesses and outer surfaces make x₁ and x₂ differ.

Equation (4) was also tested against direct numerical solution of the kinetic equation for the three sets below, with a mass ratio m₂/m₁ of 1.7. The largest relative deviation in G was 4.5×10⁻⁸.

- The example above.
- d = 5, 8 nm; λ = 10, 30 nm; kᵢ = 15, 9 nm⁻¹; p = 0.9, 0.3; s = 1; T = 0.6.
- d = 4, 9 nm; λ = 20, 20 nm; kᵢ = 12, 12 nm⁻¹; p = 0.8, 0.1; s = 0.8; T = 0.3.

**8. What the model omits, and use for real lines**

Each change of G below is relative to 0.321 S, with the other inputs held fixed unless stated otherwise.

Grain boundaries are the largest omission sized here. The Mayadas–Shatzkes rate is (1+a/c)/τ, where c is the magnitude of the cosine of the angle to the current and a = (λ/D)R_g/(1−R_g). Averaging the bulk conductivity gives the factor 3∫₀¹c³dc/(c+a). For grain size D equal to the layer thickness and boundary reflection R_g = 0.2, the factors are 0.421 and 0.471. Using them as isotropic reductions of λᵢ lowers G by 43 %. Keeping the direction dependence of the rate inside the film gives 42 %, and the fall from T = 0 to T = 0.7 then shrinks from 21 % to 13 %. R_g is an assumed value: 0.3 in the copper and 0.45 in the liner lower G by 56 %.

Warming from 300 to 375 K, with λ inversely proportional to temperature, lowers G by 12 %. Replacing constant pᵢ by exp[−(2hᵢk_z)²], with hᵢ chosen to keep the mean of pᵢ over the Fermi disc, raises it by 10 %; keeping the mean over solid angle instead raises it by only 3 %.

An ellipsoidal Fermi surface with normal mass 1.5 times the in-plane mass in both metals slows v_z by η = √1.5. Rescaling z by η turns the problem into the spherical one with thicknesses ηdᵢ. This alone would also raise the bulk conductivities by the factor η. Dividing both kᵢ² by η at fixed in-plane λᵢ restores them, so the conductance is G(ηd₁, ηd₂)/η, with G evaluated at the original radii. It is 8.6 % higher.

Counting hard-wall subbands at a fixed Fermi level changes the carrier number by −1.8 % in the copper and −7.7 % in the liner. These are carrier counts, not calculated changes of G. Thermal smearing is small: k_BT/ε_F is 0.004 for copper with the free-electron mass at 300 K.

For a real copper interconnect, the thicknesses and bulk inputs are in a relevant range, but s = 0.7 is an assumption, and a rough polycrystalline interface may randomise more electrons. Full randomisation lowers the example by 15 %. Real lines also have side walls, intermixed interfaces and non-spherical Fermi surfaces, whose effects are not calculated here. The grain-boundary estimate alone raises the stack resistivity from 3.7 to about 6.5 µΩ·cm, so neither the value without grains nor the 21 % fall found for that stack should be used as a line prediction.

For design, (5) supports a rule limited to this model without interference: at fixed s and fixed bulk and outer-surface properties, a reflecting interface conducts in-plane at least as well as a transmitting one. It says nothing about vias, where current must cross the interface. A small change of the interface alone that alters both s and T needs both derivatives. A different liner metal also changes λ₂ and k₂, so (4) must then be evaluated again. The remaining digits are in the numerical output below.

Computed values

```
bulk resistivities 1, 2: 1.7, 8.0 microohm cm
mean free paths 1, 2: 40.0, 6.5 nm
thicknesses 1, 2: 10.0, 2.0 nm
outer specularities p1, p2: 0.5, 0.2
interface s, T, R: 0.7, 0.5, 0.2
effective Fermi radii 1, 2: 13.375, 15.295 1/nm
channel k: 6.687 1/nm
channel kz1, kz2: 11.583, 13.755 1/nm
alpha1, alpha2: 2.9907, 0.4250 nm^2
channel e1, e2: 0.7493, 0.7103
channel A1, A2: 1.0308, 0.1406 nm^2
channel B1, B2: 0.2807, 0.1009
channel Delta: 0.9177
channel x1, x2: 1.1221, 0.2013 nm^2
channel loss minus gain: 3.8863 nm^4
bulk parallel conductance: 0.61324 S
bilayer conductance G: 0.32063 S
G / bulk parallel: 0.5229
sheet resistance: 3.119 ohm per square
stack resistivity: 3.743 microohm cm
layer conductances 1, 2: 0.29947, 0.02116 S
liner share of current: 6.60 %
G at T=0, same s: 0.38079 S
G at T=s, same s: 0.29985 S
G with fully diffuse interface: 0.27254 S
dG/dT at fixed s: -1.080e-01 S
dG/ds at fixed T: 1.524e-01 S
copper 10+2 nm, T=s=1: 0.375822 S
copper single 12 nm film: 0.375822 S
copper 10+2 nm, T=0, s=1: 0.449636 S
copper 6+6 nm, p1=p2=0.5, T=0, s=1: 0.428748 S
copper single 12 nm, p1=p2=0.5: 0.428748 S
largest relative deviation from direct solution: 4.5e-08
grain reflection (grain size = thickness): 0.2
grain factors on mean free paths: 0.421, 0.471
change of G, grain boundaries: -42.6 %
change of G, 300 to 375 K, path as 1/temperature: -12.4 %
roughness heights matching mean p: 0.0472, 0.0728 nm
change of G, angle-dependent p: 10.0 %
change of G, normal/in-plane mass 1.5: 8.6 %
hard-wall carrier change at fixed Fermi level, layers 1, 2: -1.8, -7.7 %
thermal energy / Fermi energy, layer 1, free mass, 300 K: 0.0038
```
